# Lattice-constant uncertainty of a monolayer from an exchange-correlation ensemble

A two-dimensional channel is modelled by first relaxing its lattice. Two reasonable exchange-correlation functionals give slightly different lattice constants, and every strain, band edge and effective mass computed afterwards inherits the difference. Repeating the relaxation with thousands of functionals would measure the spread, but at the cost of thousands of self-consistent energy curves. If the functional is linear in its coefficients, one curve is enough, together with the energies of the functional's components along it. This note derives that scheme, states where it fails, and applies it to a model honeycomb layer.

## Functional and ensemble

The exchange energy is written in the BEEF-vdW form. With density \(n\) and reduced gradient

\[
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}},\qquad
t=\frac{2s^2}{4+s^2}-1,
\]

the variable \(t\) runs from \(-1\) at \(s=0\) towards \(1\) at large \(s\). The enhancement factor over local exchange is a Legendre sum,

\[
F(s)=\sum_{m=0}^{29}a_mP_m(t),\qquad
E_x=\sum_m a_m\int e_x^{\rm LDA}(n)\,P_m(t)\,d^3r ,
\]

where \(e_x^{\rm LDA}\) is the local exchange energy per volume. Correlation is \(\alpha_cE_c^{\rm LDA}+(1-\alpha_c)E_c^{\rm PBE}\). The full BEEF-vdW functional also contains the vdW-DF2 nonlocal correlation, which is omitted in the example below.

Collect the thirty \(a_m\) and \(\alpha_c\) in a vector \(c\), with reference value \(c_0\) and displacement \(d=c-c_0\). The energy multiplying \(d_m\) is the integral above. The energy multiplying the change of \(\alpha_c\) is \(E_c^{\rm LDA}-E_c^{\rm PBE}\).

The ensemble is a Gaussian distribution of \(d\) with zero mean and covariance \(S\). In a BEEF-style fit, \(S\) comes from the cost function. Near its minimum the cost is \(C=C_0+\tfrac12d^THd\), and the weight \(\exp(-C/\tau)\) is Gaussian with \(S=\tau H^{-1}\). Each of \(M\) effective parameters contributes \(\tau/2\) to the mean excess cost. Setting that mean, \(M\tau/2\), equal to the residual cost \(C_0\) gives \(\tau=2C_0/M\). The spread then reflects how badly the best fit describes its own training data.

The propagation below needs only \(S\), whatever its origin. The example uses a chosen covariance, not the published one. Its exchange block is

\[
S_x^{-1}=\frac{\Phi^T\Phi}{\delta_F^2}+{\rm diag}\!\left(\frac1{\tau_m^2}\right),
\quad \Phi_{im}=P_m(t(s_i)),\quad \tau_m=\frac{0.1}{\max(1,m)^2}.
\]

The first term says that \(F\) is known to within \(\delta_F=0.03\) at each of \(s_i=0,0.5,\ldots,3\). The second suppresses rapid oscillation. The resulting standard deviation of \(F\) is 0.022 at \(s=0\), 0.016 at \(s=1\) and 0.014 at \(s=2\). The correlation weight is independent, \(0.6\pm0.1\).

## Why the reference density suffices

At lattice constant \(a\), let \(G[n]\) contain every energy term that does not depend on \(c\), and let \(X[n]\) be the vector of component energies. The self-consistent energy per cell is

\[
E_{\rm sc}(a;d)=\min_n\{G[n]+(c_0+d)\cdot X[n]\}.
\]

Let \(n_0\) be the minimizing density for \(d=0\), and define \(B(a)=X[n_0]\). Inserting \(n_0\) as a trial density gives

\[
E_{\rm sc}(a;d)\le E_0(a)+d\cdot B(a)\equiv E(a;d).
\]

The non-self-consistent curve therefore lies on or above the self-consistent one, provided both use the same basis, k points and band filling.

To find the size of the gap, let \(y\) denote small allowed changes of the orbitals. The reference energy is stationary at \(y=0\), so its first change is quadratic, \(\tfrac12y^TKy\). The components change linearly, by \(Jy\). To second order in small quantities,

\[
E=E_0+d\cdot B+\tfrac12y^TKy+d^TJy .
\]

Setting the derivative with respect to \(y\) to zero gives \(y=-K^{-1}J^Td\). The quadratic term is then \(+\tfrac12d^TJK^{-1}J^Td\) and the linear term is minus twice that, so

\[
E_{\rm sc}=E(a;d)-R(a;d),\qquad R=\tfrac12d^TJK^{-1}J^Td .
\]

This needs a positive definite \(K\): a stable reference state, without a nearby level crossing or magnetic transition. When \(K\) has a small eigenvalue, \(R\) can be large even for small \(d\).

Only the variation of \(R\) with \(a\) affects the lattice constant. The self-consistent minimum obeys \(E'(a;d)-R'(a;d)=0\), where primes denote derivatives with respect to \(a\). Expanding about the non-self-consistent minimum gives

\[
a_{\rm sc}-a_{\rm nsc}\simeq \frac{R'}{E_0''}.
\]

A relaxation energy that is the same at all lattice constants does not move the minimum.

## From coefficients to lattice constants

Let \(a_0\) be the reference minimum and \(x=a-a_0\). With all derivatives taken at \(a_0\), a member's minimum satisfies

\[
E_0''x+\tfrac12E_0'''x^2+d\cdot B'+(d\cdot B'')x=0
\]

through second order. Write \(x=x_1+x_2\), where the subscript counts powers of \(d\). The first-order terms give

\[
x_1=g\cdot d,\qquad g=-\frac{B'}{E_0''}.
\]

The minus sign is physical: a component whose energy rises with \(a\) pulls the lattice inward when its coefficient increases. Since \(\langle d_id_j\rangle=S_{ij}\),

\[
\sigma_a^2=\langle x_1^2\rangle=g^TSg .
\]

The second-order terms are \(E_0''x_2+\tfrac12E_0'''x_1^2+(d\cdot B'')x_1=0\). The average of \((d\cdot B'')(g\cdot d)\) is \(B''^TSg\), and \(\langle x_1\rangle=0\), so the mean shift is

\[
\langle x\rangle=-\frac{B''^TSg+\tfrac12E_0'''\sigma_a^2}{E_0''}.
\]

Two limits follow. If all elements of \(S\) are multiplied by \(\lambda^2\), then \(\sigma_a\) grows by \(\lambda\) and the mean shift by \(\lambda^2\). The uncertainty is thus no better founded than the ensemble width. If instead \(S\) and \(B'\) are held fixed and the layer is made softer, \(\sigma_a\) grows as \(1/E_0''\).

For a very soft layer the expansion itself fails. Keep the cubic term and a member's extra slope \(f=d\cdot B'\), but drop \(B''\). With \(k=E_0''\) and \(q=E_0'''\),

\[
kx+\tfrac12qx^2+f=0,\qquad
x=\frac{-k+\sqrt{k^2-2qf}}{q}.
\]

The chosen root tends to \(-f/k\) for small \(f\). When \(q<0\), an outward pull \(f<0\) makes \(2qf\) positive, and the minimum disappears at \(|f|=k^2/(2|q|)\). Members near this limit have no meaningful lattice constant, and discarding them silently would make the reported spread too small.

## Algorithm

The curve and all components are fitted by the same polynomial degree on the same grid. A least-squares fit has coefficients \(p=Wy\), where \(W\) depends on the grid alone. Hence \(W(E_0+\sum_id_iB_i)=WE_0+\sum_id_iWB_i\): the fit of each member is a combination of fits already made.

```
input: c0, S, lattice grid a_j, number of draws N (even)

for each a_j:
    solve self-consistently with c0
    store E0_j and all components B_j on that density
move or extend the grid until the lowest E0 is central

subtract the central values from E0 and B
fit E0 and every B_i with one polynomial degree
find a0; compute g, sigma_a and the mean shift

factor S = L L^T
for N/2 standard normal vectors xi:
    for d in (+L xi, -L xi):
        combine polynomial coefficients
        find the minimum by Newton iteration from the center
        flag it if outside the grid or if curvature <= 0

report a0, standard deviation, percentiles, flagged members
repeat self-consistently for d = 2 S g / sigma_a
```

The last direction is the one that moves the lattice most efficiently. Writing \(d=L\xi\), the shift is \((L^Tg)\cdot\xi\). At unit length of \(\xi\) it is largest for \(\xi=L^Tg/|L^Tg|\), which gives \(d=LL^Tg/\sigma_a=Sg/\sigma_a\) and a shift \(g^TSg/\sigma_a=\sigma_a\). The factor two makes it a two-sigma member.

The same \(d\) must be used at every lattice constant. The spread that matters is

\[
{\rm var}[E(a)-E(a_c)]=[B(a)-B(a_c)]^TS[B(a)-B(a_c)],
\]

with \(a_c\) the central grid point. A shift common to the whole curve cancels. With a separate draw at each point it would not.

**Cost.** With \(N_a\) lattice constants, the scheme needs \(N_a\) self-consistent solutions and one set of component integrals for each. The draws cost polynomial arithmetic only. Direct repetition would need \(NN_a\) solutions: 28,000 for 4000 members on seven points.

**Stability.** The plane-wave set should not change abruptly along the curve. The example keeps a fixed list of plane waves, which makes the curve smooth but changes the effective cutoff: in-plane kinetic energies scale as \(a^{-2}\). Compression raises the effective cutoff and lowers the basis error, so an incomplete basis favours small \(a\). In vacuum, \(s\) is ill-conditioned. The example replaces \(n^{8/3}\) in the denominator of \(s^2\) by \((n+n_f)^{8/3}\), with \(n_f=10^{-4}\) bohr\(^{-3}\), and scales the squared gradient in PBE correlation by the matching factor. Energy, potential and components must all use this same definition, or the variational argument is lost.

## A model honeycomb layer

The example is a flat honeycomb layer with two tetravalent model atoms per cell. Each has the local potential, in hartree atomic units,

\[
v(r)=-\frac{Z\,{\rm erf}(\sqrt\alpha\,r)}r+(v_1+v_2r^2)e^{-\alpha r^2},
\]

with \(Z=4\), \(\alpha=0.6\), \(v_1=3.0\) and \(v_2=-1.35\). The cutoff is 136 eV for the plane-wave set chosen at \(a=0.3863\) nm, the k mesh is \(4\times4\), and the cell height is 0.847 nm. Four bands are filled at each k point. The smallest direct gap on this mesh is 2.1 eV at the central lattice constant. The mesh does not contain the zone corner, where the π bands of a flat honeycomb layer of identical atoms touch by symmetry, so this is not the gap of the crystal.

The final seven-point scan runs from 0.3307 to 0.3784 nm. Its quartic fit gives

\[
a_0=0.3578\ {\rm nm},\quad E_0''=3268\ {\rm eV/nm^2},\quad
E_0'''=-6.40\times10^4\ {\rm eV/nm^3}.
\]

The spread can be followed by hand. One grid step outward from the center, from 0.35455 to 0.36249 nm, the energy difference has a standard deviation of 15.64 meV. The slope uncertainty is about \(15.64/7.94=1.97\) meV/pm. Since 3268 eV/nm² is 3.268 meV/pm²,

\[
\sigma_a\approx\frac{1.97}{3.268}\ {\rm pm}=0.60\ {\rm pm}.
\]

The derivative formula, evaluated at \(a_0\), gives 0.606 pm. Sampling 4000 members gives 0.609 pm, or 0.17% of \(a_0\). The test required agreement within 6%. The draws come in pairs \(\pm d\), whose squared linear shifts coincide, so the relative sampling error of the standard deviation is about \(1/\sqrt{2\times2000}=1.6\%\). The central 95% of the minima lie between 0.3566 and 0.3590 nm. This interval is conditional on the chosen covariance, the functional family and the numerical settings. The third digit of \(\sigma_a\) is not converged: at fixed curvature the slope uncertainty grows by about 1.6% at a cutoff of 245 eV, by about 0.9% on a \(12\times12\) mesh and by about 0.5% for a smaller \(n_f\).

The total energy at the central point has a standard deviation of 1.02 eV, some 65 times the 15.64 meV above. This is the cancellation produced by common draws. With independent draws at the two neighbours of the center, the slope error would be \(1018\sqrt2/(2\times7.94)\approx91\) meV/pm. Divided by the curvature, that is a nominal 28 pm, more than the half-width of the scan.

Almost all of the spread comes from exchange. The correlation weight contributes 0.002 pm for its standard deviation of 0.1, because the slope of the difference between LDA and PBE correlation happens to change sign close to this \(a_0\). With the same curvature, the slope at 0.3466 nm would give about 0.04 pm, which is still small beside the exchange part. This does not show that correlation is unimportant for lattice constants: only one direction in correlation space was varied.

The mean shift is 0.0008 pm in the sample and 0.0007 pm from the second-order formula. The anharmonic part alone is

\[
-\frac{E_0'''\sigma_a^2}{2E_0''}
=\frac{6.40\times10^4(0.606\times10^{-3})^2}{2\times3268}\ {\rm nm}
\approx0.0036\ {\rm pm},
\]

so the term with \(B''\) cancels most of it. Either way the shift is negligible beside \(\sigma_a\). The disappearance of the minimum is also remote. In the cubic model it needs \(|f|=3268^2/(2\times6.40\times10^4)\approx83\) eV/nm, while one standard deviation of the slope is \(0.606\times10^{-3}\times3268\approx2.0\) eV/nm. The cubic model would place the vanishing point outside the scan, so the number shows distance from trouble, not a predicted instability.

Self-consistency was checked on the two-sigma member defined above. Its shift is 1.215 pm on the reference densities and 1.215 pm after full self-consistency. At the central lattice constant the energy change on relaxation, \(E_{\rm sc}-E=-R\), is \(-0.354\) meV for one sigma and \(-1.415\) meV for two. The ratio, 4.00, is that of a quadratic error, and the sign is the one required by the variational argument. This tests the direction most relevant to \(a\). A member displaced mainly along another direction may relax more.

## What the spread leaves out

An ensemble of functionals knows nothing of basis sets, k meshes or frozen geometry. The following shifts of \(a_0\) are first-order estimates: the change of slope between the two neighbours of the center, divided by \(-E_0''\).

- Raising the cutoff from 136 to 190 eV: \(+0.62\) pm. The sign agrees with the fixed-basis argument above. This is not yet the converged shift: at 245 eV it is about \(+0.74\) pm with the potential held fixed and \(+0.77\) pm self-consistently, and at 327 eV about \(+0.79\) pm.
- A \(7\times7\) mesh together with a height of 1.058 nm: \(-0.42\) pm. Nearly all of this comes from the mesh: at the original height, \(7\times7\) alone gives \(-0.42\) pm, while \(6\times6\) and \(12\times12\), which contain the zone corner, give \(-0.32\) and about \(-0.45\) pm.
- VV10 nonlocal correlation on the reference density: \(-0.18\) pm. This sizes the omitted type of term; vdW-DF2 may give another value.
- Changing the floor \(n_f\) on the reference density, with the slope taken at \(a_0\): \(+0.09\) pm for \(10^{-6}\) bohr\(^{-3}\), but \(-0.5\) pm for \(10^{-3}\) bohr\(^{-3}\).

The first two are comparable with \(\sigma_a\). The present settings are therefore too coarse for a production estimate: the basis and mesh should be refined until their shifts are well below 0.6 pm. These are systematic shifts and should be removed by convergence, not added to the ensemble as random errors.

Temperature can be sized with a classical estimate. Assume that the four in-plane modes per cell have \(\omega^2\propto E''\). Their free energy is \(4k_BT\ln\omega\) plus terms independent of \(a\), with slope \(2k_BT\,E_0'''/E_0''\). Balancing this against \(E_0''\,\delta a\) gives

\[
\delta a=-\frac{2k_BT\,E_0'''}{(E_0'')^2}=+0.31\ {\rm pm}
\]

at 300 K. The Grüneisen number in the output, 3.50, is \(-d\ln\omega/d\ln a=-a_0E_0'''/(2E_0'')\); the usual two-dimensional parameter, defined with the cell area instead of \(a\), is half as large. Out-of-plane modes, which can act in the opposite sense, and quantum corrections are left out.

Of the changes tried here, loss of flatness has the largest effect. Displacing the two atoms to a height difference of 0.045 nm would move the minimum by about \(-6.4\) pm in the first-order estimate, ten times \(\sigma_a\). The displacement is large enough for higher orders to show: locating the minimum of the buckled curve gives about \(-6.8\) pm. Geometry explains the scale. The bond length squared is \(a^2/3+\Delta^2\) for height difference \(\Delta\). Holding it fixed gives, for small \(\Delta\),

\[
\delta a\simeq-\frac{3\Delta^2}{2a}
=-\frac{3(0.045)^2}{2(0.358)}\ {\rm nm}\approx-8.5\ {\rm pm}.
\]

In this model, however, that buckling raises the energy by 79 meV per cell, averaged over the two neighbouring lattice constants. The average hides a change of sign: the buckled layer is about 90 meV lower at 0.3466 nm and about 245 meV higher at 0.3625 nm, so a compression of about 3% would favour it. With each geometry at its own minimum, the flat layer is lower by about 100 meV per cell. The \(-6.4\) pm is thus the price of imposing this geometry, not a correction to the model's ground state. A height of 0.016 nm at \(a=0.3625\) nm also raises the energy, by about 20 meV per cell; other heights were not examined.

The comparison with silicene, a proposed channel material of the same lattice type, shows how far the model is from a real layer. Silicene has a lattice constant of roughly 0.39 nm and is buckled by roughly 0.045 nm. The model is about 8% too small and prefers the flat layer to that buckling. Its layer modulus, defined by an energy \(\tfrac12KA(\delta A/A)^2\) for cell area \(A\), is \(K=E_0''/(2\sqrt3)=151\) N/m. Calculations for silicene suggest roughly 50 N/m. With the same \(B'\) and \(S\), that softness alone would triple \(\sigma_a\) to about 1.8 pm, so the model's 0.6 pm must not be transferred to silicene. A real channel is also held by its substrate and contacts. An imposed strain of 1% would move this lattice by 3.6 pm, six times the ensemble spread, so the free-standing uncertainty is useful there mainly for stating the strain reference.

## Failure modes to check

A trustworthy application needs a stable reference state, enough lattice points on both sides of the minimum, and members that stay inside the scan. Here, replacing the quartic fit by the sixth-degree interpolant changed member minima by 0.0005 pm rms, so fitting is not the limiting error. If that change approaches \(\sigma_a\), the grid or the convergence of the energies needs attention first.

If atoms inside the cell can relax, their coordinates must be treated as additional variables. A curve relaxed only with \(c_0\) still gives the correct first-order lattice shift, because the reference energy is stationary in those coordinates at each \(a\); the missing relaxation is second order in \(d\). A soft buckling mode makes that second-order term large, for the same reason as a small eigenvalue of \(K\). In such a layer, energies should be tabulated over both lattice constant and buckling height, and each member minimized over both.

Finally, a narrow ensemble is not evidence of accuracy. An error shared by all members, such as a missing interaction, can shift \(a_0\) without widening the distribution. The numerical output below gives the full scan and the individual contributions.

## Computed results

```
model atom: Z = 4, alpha = 0.6 bohr^-2
model atom: v1 = 3.0 Ha, v2 = -1.35 Ha/bohr^2
plane-wave cutoff at basis lattice = 136.1 eV
basis lattice constant = 0.3863 nm
cell height = 0.8467 nm; k mesh = 4 x 4
gradient floor density = 1.0e-04 bohr^-3
exchange coefficients 0 to 3 = 1.51650 0.44135 -0.09182 -0.02353
LDA correlation weight = 0.6, its std = 0.1
tolerance on F = 0.03; prior std scale = 0.1
std of F at s = 0: 0.0217
std of F at s = 1: 0.0155
std of F at s = 2: 0.0143
a (nm) | E - E_center (meV) | std of that difference (meV)
0.33074 | 1401.71 | 54.33
0.33867 | 658.00 | 34.77
0.34661 | 202.52 | 16.73
0.35455 | 0.00 | 0.00
0.36249 | 16.82 | 15.64
0.37042 | 221.15 | 30.40
0.37836 | 582.93 | 44.44
std of total energy at center = 1.018 eV
smallest direct gap on k mesh = 2.149 eV
reference lattice constant a0 = 0.35781 nm
curvature E0'' = 3267.9 eV/nm^2
third derivative E0''' = -63955 eV/nm^3
layer modulus = 151.1 N/m
linear std of a = 0.606 pm
  exchange part = 0.606 pm
  correlation part = 0.002 pm
ensemble members = 4000
ensemble std of a = 0.609 pm
relative ensemble std = 0.170 %
95% interval = 0.35664 to 0.35901 nm
mean shift: sampled = 0.0008 pm
mean shift: second order = 0.0007 pm
rms effect of fit degree 4 vs 6 = 0.0005 pm
2-sigma member shift, fixed density = 1.215 pm
2-sigma member shift, self-consistent = 1.215 pm
relaxation energy, 1 sigma = -0.3537 meV
relaxation energy, 2 sigma = -1.4148 meV
relaxation energy ratio = 4.000
shift, cutoff raised to 190.5 eV = 0.618 pm
shift, 7 x 7 mesh and 1.0584 nm height = -0.418 pm
shift, VV10 nonlocal estimate = -0.180 pm
buckling height tried = 0.0450 nm
buckling energy change = 78.5 meV per cell
shift, buckling estimate = -6.437 pm
in-plane Grueneisen estimate = 3.50
shift, thermal estimate at 300 K = 0.310 pm
```
